# Grey-Emitter Temperature from the Current Ratio of Two Photovoltaic Cells

## Scaling fixes the observable

Two photovoltaic cells view the same hot surface. If its emissivity $\varepsilon$ is the same at all detected photon energies, and both cells have the same view factor $F$, replacing $\varepsilon F$ by $\lambda\varepsilon F$ multiplies both short-circuit current densities by $\lambda$. A temperature estimate unaffected by this change must satisfy

$$
\Theta(\lambda J_1,\lambda J_2)=\Theta(J_1,J_2)
$$

for every $\lambda>0$. Choosing $\lambda=1/J_1$ gives $\Theta(J_1,J_2)=\Theta(1,J_2/J_1)$. The currents can therefore enter only through

$$
R=\frac{J_2}{J_1}.
$$

This number is dimensionless, so the temperature $T$ can enter it only through a dimensionless group such as $kT/E_1$, where $E_1$ is the lower absorption edge. The remaining arguments are $E_2/E_1$ and the shapes of the quantum efficiencies. Scaling does not say whether $R$ determines $T$ uniquely. Different gaps alone do not ensure this.

## The current integral

Let $\eta_i(E)$ be the external quantum efficiency of cell $i$: collected electrons per incident photon of energy $E$. It is known, independent of angle, and zero below $E_i$, with $E_1<E_2$. The emitter is diffuse and uniform in temperature. Its distance from the cells is large compared with the thermal wavelength, and light reflected by the cells does not return to them. The view factor $F$ is the cosine-weighted fraction of a cell's hemisphere filled by the emitter.

With two polarizations, the density of photon modes per volume and energy is $8\pi E^2/(h^3c^3)$. Multiplication by the Bose occupation gives the photon density. For isotropic radiation, the flux through a surface is that density times $c/4$, because

$$
\frac{1}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac14 .
$$

Hence the blackbody photon flux per energy is

$$
\varphi(E,T)=\frac{2\pi}{h^3c^2}\frac{E^2}{e^{E/kT}-1},
$$

and the current density is

$$
J_i=\varepsilon Fq\int\eta_i(E)\varphi(E,T)\,dE .
$$

The prefactor can be checked through the radiated power. With $x=E/kT$,

$$
\int_0^\infty E\varphi\,dE=\frac{2\pi(kT)^4}{h^3c^2}\int_0^\infty\frac{x^3dx}{e^x-1}
=\frac{2\pi^5k^4}{15h^3c^2}T^4=\sigma T^4,
$$

since the last integral is $\pi^4/15$. In the ratio, $\varepsilon$, $F$ and $q$ cancel:

$$
R(T)=\frac{\int\eta_2\varphi\,dE}{\int\eta_1\varphi\,dE}.
$$

If meters report total currents, they must first be divided by the known cell areas.

## When the temperature is unique

Only the Bose factor in $\varphi$ depends on temperature. Since $dx/d\ln T=-x$,

$$
\frac{\partial\ln\varphi}{\partial\ln T}
=-\frac{e^x}{e^x-1}(-x)=\frac{x}{1-e^{-x}}\equiv g(x).
$$

Differentiating the integral for $J_i$ and dividing by $J_i$ gives

$$
\frac{d\ln J_i}{d\ln T}=\frac{\int\eta_i\varphi g\,dE}{\int\eta_i\varphi\,dE}
\equiv\langle g\rangle_i .
$$

The logarithmic slope of the ratio is therefore

$$
S\equiv\frac{d\ln R}{d\ln T}=\langle g\rangle_2-\langle g\rangle_1 .
$$

The function $g$ increases with energy:

$$
g'(x)=\frac{1-e^{-x}-xe^{-x}}{(1-e^{-x})^2}
=\frac{e^{-x}(e^x-1-x)}{(1-e^{-x})^2}>0\quad(x>0).
$$

Now define $r=\eta_2/\eta_1$ over the response of cell 1, which must contain that of cell 2, and let $p=\eta_1\varphi/\int\eta_1\varphi\,dE$. Because $\eta_2=r\eta_1$,

$$
\langle g\rangle_2=\frac{\langle rg\rangle_1}{\langle r\rangle_1},\qquad
S=\frac{\langle rg\rangle_1-\langle r\rangle_1\langle g\rangle_1}{\langle r\rangle_1}.
$$

Primes below denote values at a second energy $E'$. Expanding the product in the following integral gives two equal terms $\langle rg\rangle_1$ and two equal terms $-\langle r\rangle_1\langle g\rangle_1$, so

$$
S=\frac{1}{2\langle r\rangle_1}\iint pp'(r-r')(g-g')\,dE\,dE'.
$$

If $r$ never decreases with energy, the two brackets never have opposite signs. Here $r$ is zero between the edges and positive above $E_2$, so it is not constant, and $S>0$. This is a sufficient condition for uniqueness, not a necessary one.

For tabulated efficiencies joined by straight lines, with no jump inside the merged energy range, the condition needs only a finite check. Merge the energies of both tables. On one merged segment,

$$
r=\frac{a+bE}{c+dE},\qquad
\frac{dr}{dE}=\frac{bc-ad}{(c+dE)^2},
$$

and the derivative has one sign. For adjacent energies $E_a<E_b$ it is enough to require

$$
\eta_2(E_b)\eta_1(E_a)\ge\eta_2(E_a)\eta_1(E_b),
$$

with $\eta_1>0$ at the interior nodes. The product form avoids dividing by zero at the first edge.

## Cold and hot limits

Suppose each response starts linearly, $\eta_i\simeq s_i(E-E_i)$. When $kT$ is small compared with both $E_i$ and the energy range of this linear rise, put $E=E_i+kTy$. The Bose factor becomes $e^{-E/kT}$, and to leading order $E^2$ may be replaced by $E_i^2$:

$$
\int\eta_i\frac{E^2}{e^{E/kT}-1}dE\simeq
s_iE_i^2(kT)^2e^{-E_i/kT}\int_0^\infty ye^{-y}dy .
$$

The last integral is one. Taking the ratio,

$$
R\simeq\frac{s_2E_2^2}{s_1E_1^2}e^{-(E_2-E_1)/kT}\longrightarrow0 .
$$

In this limit $S\simeq(E_2-E_1)/kT$: raising $E_2$ at fixed $E_1$ makes the ratio more sensitive, but also weakens the second current.

At the hot end, for responses of finite energy range, $e^x-1\simeq x$ makes $\varphi$ proportional to $ET$. The temperature cancels and

$$
R\longrightarrow R_\infty=\frac{\int E\eta_2\,dE}{\int E\eta_1\,dE}.
$$

Since $g=1+x/2+\cdots$, the slope falls as $S\simeq(\bar E_2-\bar E_1)/(2kT)$, where $\bar E_i$ is the mean energy with weight $E\eta_i$. This form needs $kT$ large compared with the highest response energy, far beyond any real emitter: for the example cells below it gives 0.055 at $10^4$ K, where $S$ is 0.115. The inversion becomes ill-conditioned as $S$ falls. Under the monotonicity condition each $0<R<R_\infty$ has one temperature; a reading outside this interval has none.

## A pair of cells that fails

Let cell 1 have nodes $(E/\mathrm{eV},\eta)$ at $(0.50,0)$, $(0.51,0.8)$, $(0.54,0.8)$, $(0.55,0.02)$, $(1.15,0.02)$, $(1.20,0.8)$ and $(3.00,0.8)$. Let cell 2 have $(0.70,0)$, $(0.71,0.8)$, $(0.89,0.8)$ and $(0.90,0)$. The gaps differ, but $r$ drops to zero at 0.90 eV while cell 1 responds strongly at higher energies.

At low temperature cell 1 collects mainly from its narrow low window, and heating raises $R$. The current from its upper window has a larger logarithmic slope $d\ln J/d\ln T$ than that of cell 2 at every temperature, because all its photons lie at higher energy, but only at high temperature does that window supply enough of cell 1's current to make $S$ negative. The ratio peaks near 1859 K. The value $R=0.9768$ belongs both to 1395 K and to 2506 K. No root finder can choose between them from $R$ alone. Further information is needed, such as a justified temperature limit or a rough value of $\varepsilon F$: for the same measured $J_1$, the hotter root implies an $\varepsilon F$ about 19 times smaller than the colder one.

## Quadrature and bracketed iteration

The integrand is smooth within each table segment but has a kink at each node. Gauss–Legendre quadrature is therefore applied segment by segment, here with 24 points. An independent evaluation follows from $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$. Repeated integration by parts gives

$$
\int_{x_0}^\infty\frac{x^n\,dx}{e^x-1}=
\sum_{m=1}^\infty e^{-mx_0}\sum_{k=0}^n\frac{n!}{(n-k)!}\frac{x_0^{n-k}}{m^{k+1}} .
$$

A linear efficiency needs only $n=2$ and $n=3$. For the two cells of the example below, the quadrature and series currents agreed within a relative tolerance of $10^{-8}$ at 600, 1480 and 3000 K.

Use $u=1/T$ as the unknown and define

$$
f(u)=\ln R(1/u)-\ln R_{\rm meas}.
$$

As $\ln u=-\ln T$, the derivative is $df/du=-S/u$. In the cold limit this equals $-(E_2-E_1)/k$, a constant, so $f$ is nearly linear in $u$. Newton's step is

$$
u_{\rm new}=u-\frac{f}{-S/u}=u\left(1+\frac fS\right).
$$

The procedure is:

1. Check the efficiency condition and reject $R_{\rm meas}\le0$ or $R_{\rm meas}\ge R_\infty$.
2. Start with a cold and a hot temperature. Multiply the hot one by 1.5 while its ratio is too small; divide the cold one by 1.5 while its ratio is too large.
3. Evaluate $f$ and $S$ at the trial $u$, which is at first the midpoint of the bracket in $u$ and later the value chosen in step 4. If $f>0$, the trial is too hot and becomes the lower bound on $u$; otherwise it becomes the upper bound.
4. Accept the Newton step if it lies inside the bracket and $|f|$ is at most half its previous value. Otherwise take the midpoint. At the first trial only the bracket condition applies.
5. Repeat until $|f|<10^{-11}S$, or until the bracket width is below $10^{-14}u$.

The expansion terminates because $R$ is continuous and runs from zero to $R_\infty$. In exact arithmetic, convergence follows from two cases. If midpoint steps occur infinitely often, the bracket shrinks to zero around the root. If they occur finitely often, all later steps halve $|f|$, which tends to zero; since $f$ is strictly monotone, $u$ then tends to the root.

## A worked inversion

The example has edges at 0.55 and 0.75 eV. Cell 1 has efficiencies 0, 0.60, 0.75, 0.78, 0.70, 0.50, 0.20 at 0.55, 0.60, 0.70, 1.00, 1.40, 2.00, 3.00 eV. Cell 2 has 0, 0.65, 0.80, 0.85, 0.78, 0.64, 0.26 at 0.75, 0.80, 0.90, 1.20, 1.60, 2.00, 3.00 eV. Linear interpolation gives $r=0$ up to 0.75 eV, then 0.855, 1.039, 1.047, 1.149, 1.164, 1.232, 1.280 and 1.300 at the remaining merged nodes. The sequence never falls, so the root is unique.

Synthetic currents were made with $T=1480$ K, $\varepsilon=0.80$ and $F=0.30$, then rounded to 0.1 mA/cm²:

$$
R_{\rm meas}=\frac{0.7030}{1.9361}=0.36310 .
$$

This lies below $R_\infty=1.163$. From the bracket 800–2500 K, the first trial is

$$
T=\frac{2}{1/800+1/2500}=1212.1\ {\rm K}.
$$

Its residual is $-0.327$. The next trials are 1476.94, 1480.0063 and 1480.0067 K, with residuals $-3.04\times10^{-3}$, $-3.9\times10^{-7}$ and $-6\times10^{-15}$. Dividing the second and third residuals by the squares of their predecessors gives magnitudes 0.028 and 0.042, consistent with quadratic convergence. Bisection alone would need 37 halvings to reach a relative width of $10^{-11}$.

At 1480 K the mean logarithmic slopes are 6.009 and 7.472, so $S=1.463$. A finite difference of the series ratio and the double integral both give the same value to the printed digits. The cold estimate, $0.20/0.1275=1.57$, is 7% larger than $S$. Most of the difference comes from replacing $E^2$ by $E_i^2$, which is inaccurate when $kT=0.1275$ eV is not very small compared with the edges. Leaving the factor $E^2$ out of the integrals for these cells would give a slope of 1.55.

Rounding changes each current by at most $5\times10^{-5}$ A/cm². To first order the temperature error is bounded by

$$
\frac{1480}{1.4626}\left(\frac{5\times10^{-5}}{1.9361}+\frac{5\times10^{-5}}{0.7030}\right)=0.098\ {\rm K}.
$$

The actual error is 0.007 K. Using 6 instead of 24 quadrature points moves the root by about $10^{-7}$ K. With $T$ known, dividing $J_1$ by its blackbody value for unit view factor returns $\varepsilon F=0.2400$. The currents give this product, not its two factors separately.

## Conditioning and noise

For a small error in the ratio,

$$
\frac{\delta T}{T}\simeq\frac{\delta\ln R}{S}.
$$

If the currents have independent relative standard errors $s_1$ and $s_2$, the variances of their logarithms add to first order:

$$
\frac{\sigma_T}{T}\simeq\frac{\sqrt{s_1^2+s_2^2}}{S}.
$$

With 0.5% noise in each current this gives $1480\sqrt2(0.005)/1.4626=7.16$ K. A sample of 1500 complete inversions gave 7.15 K. A fluctuation multiplying both currents equally leaves $R$ unchanged.

In this example, the price of removing $\varepsilon F$ is a smaller slope than that of either cell alone. For widely separated edges $S$ can exceed the slope of cell 1, but never that of cell 2. A one-cell measurement with known $\varepsilon F$ has $\delta T/T\simeq\delta\ln J_1/6.009$, so a 1% current error costs about 2.5 K. A 1% ratio error costs 10.1 K. However, assuming $\varepsilon F$ to be 20% too high makes the one-cell result 1436 K, an error of $-44$ K. Counting only the ratio's 7.16 K noise, the two methods break even when $\varepsilon F$ is uncertain by about $6.009\times7.16/1480=2.9\%$.

## Errors of the physical model

**Emissivity slope.** Let $\varepsilon(E)=\varepsilon_0[1+a(E-E_0)]$, with $E_0=1$ eV. Each current acquires the factor $1+a(\langle E\rangle_i-E_0)$. Taking logarithms to first order in $a$,

$$
\delta\ln R\simeq a(\langle E\rangle_2-\langle E\rangle_1).
$$

For $a=-0.10$ eV$^{-1}$ and mean energies 0.7636 and 0.9521 eV, $\delta\ln R=-0.0189$ and the estimated error is $-19.1$ K. Complete inversion gives $-18.6$ K.

A selective emitter with a known relative spectrum $e(E)>0$ can still be treated: replace each $\eta_i$ by $e\eta_i$ in every integral, including $R_\infty$. The ratio $r$ is unchanged, so the uniqueness proof survives if $e$ does not depend on temperature. If it does, $\partial\ln e/\partial\ln T$ must be added to $g$, and monotonicity must be checked again.

**Cell heating.** Let a cell's whole response move down by a small energy $\delta$. Its current changes by

$$
\delta\ln J_i\simeq-\delta\left\langle\frac{\partial\ln\varphi}{\partial E}\right\rangle_i
=\delta\left\langle\frac{1}{kT(1-e^{-x})}-\frac2E\right\rangle_i .
$$

Evaluating the bracket at the mean energy and neglecting $e^{-x}$ gives about 5.2 and 5.7 eV$^{-1}$. For 20 K of heating and an assumed gap fall of 0.3 meV/K, $\delta=6$ meV. If both cells warm and their gaps fall equally, the changes mostly cancel and the inversion errs by $+3.4$ K. If only cell 1 warms, the error is $-31$ K. For equal gap falls, a temperature difference between the cells therefore matters more in this example than small heating common to both. Unequal gap falls spoil the cancellation: with 0.3 meV/K in cell 1 and 0.4 meV/K in cell 2, the same common heating gives $+15$ K.

**Nonuniform emitter.** Suppose half the viewed area is at 1430 K and half at 1530 K. With $n_i=\langle g\rangle_i$ and $J_i'=n_iJ_i/T$, another derivative gives $T^2J_i''/J_i=n_i^2-n_i+T\,dn_i/dT$. For a deviation $\pm s$, the averaged current gains the relative term $s^2J_i''/(2J_i)$. Hence

$$
\delta\ln R\simeq\frac{s^2}{2T^2}
\left[n_2^2-n_2-n_1^2+n_1+T\frac{dS}{dT}\right].
$$

Using the cold-limit scaling $T\,dS/dT\simeq-S$, the bracket is about 16.8. At 1480 K the scaling is rough ($T\,dS/dT=-1.64$ against $-S=-1.46$), but this term is a small part of the bracket, whose exact value is 16.6; at much higher temperatures the approximation overestimates the bias more. The estimated bias is $+9.7$ K; complete inversion gives $+9.5$ K. With $S=n_2-n_1$ the bracket becomes $S(n_1+n_2-2)$, so dividing by $S$ gives

$$
\delta T\simeq\frac{s^2}{2T}(n_1+n_2-2).
$$

Since $g>1$ for $x>0$, both $n_i$ exceed one and this estimate is positive: the hotter half supplies more of each current.

**Returned light.** For facing plates, reflections between an emitter of reflectance $1-\varepsilon$ and a cell of reflectance $\rho_i$ sum to the factor

$$
1+(1-\varepsilon)\rho_i+\cdots=\frac{1}{1-(1-\varepsilon)\rho_i}.
$$

With $\rho_1=0.15$ and $\rho_2=0.10$, $R$ is multiplied by $0.97/0.98$, giving an error of $-10.3$ K. This sizes a closely facing arrangement in which each cell sees its own emitter patch; it is not a correction for the example's $F=0.30$.

**Other effects.** Zero terminal voltage does not mean zero junction voltage when series resistance $R_s$ is present. The terminal current satisfies

$$
J=J_L-J_0\left[e^{qJR_s/kT_c}-1\right],
$$

where $J_L$ is the photocurrent. For $R_s=0.03$ ohm cm², cell temperature $T_c=300$ K, and dark currents $J_0=10^{-4}$ and $10^{-7}$ A/cm² in cells 1 and 2, the error is $+0.4$ K. It grows steeply with resistance: at 0.10 ohm cm², with the same dark currents, it would be about $+65$ K, so either the resistance must be low or a reverse terminal bias must keep the junctions near or below zero voltage. In this diode model, which has no leakage, $-0.2$ V at the terminals makes the error at 0.10 ohm cm² negligible. Ambient radiation at 300 K contributes less than $10^{-8}$ of $J_1$. Even at unit efficiency, photons between 3 and 8 eV would add only $4\times10^{-7}$ of cell 2's response. The thermal length $\hbar c/kT$ is 1.5 µm; the emitter distance must greatly exceed it, since near-field tunnelling is absent from the model.

## Relation to a thermophotovoltaic generator

The parameters are rough choices in the regime of low-gap III–V cells viewing a radiator near 1500 K; they describe no particular material. Gaps of 0.55 and 0.75 eV and currents of order 1 A/cm² are reasonable for that regime. Real radiators are not perfectly grey, and real cells may run at different temperatures. The assumed emissivity slope moves the result by about 19 K, and heating of cell 1 alone by about 31 K, far more than the numerical error. A steeper emissivity costs more: one proportional to $\sqrt E$ would give an error of about $+124$ K. A practical reading thus needs a measured emissivity shape and efficiencies taken at the operating cell temperatures. The printed digits of the root show numerical convergence, not thermometer accuracy. The main values are in the numerical output below.

## Table of computed values

```
Cell 1 energies (eV): 0.55 0.60 0.70 1.00 1.40 2.00 3.00
Cell 1 efficiencies (1): 0.00 0.60 0.75 0.78 0.70 0.50 0.20
Cell 2 energies (eV): 0.75 0.80 0.90 1.20 1.60 2.00 3.00
Cell 2 efficiencies (1): 0.00 0.65 0.80 0.85 0.78 0.64 0.26
True temperature: 1480.0 K
Emissivity, view factor: 0.80, 0.30 (1)
Thermal energy kT: 0.12754 eV
Current readings 1, 2: 1.9361, 0.7030 A/cm2
Measured ratio J2/J1: 0.3631011 (1)
Hot limit of ratio: 1.16261 (1)
Mean photon energies 1, 2: 0.7636, 0.9521 eV
Mean g in cells 1, 2: 6.0091, 7.4716 (1)
S from averages: 1.46255 (1)
S from finite difference: 1.46255 (1)
S from double integral: 1.46255 (1)
Initial bracket: 800 to 2500 K
Iteration 1: T=1212.121212 K, ln residual=-3.27e-01
Iteration 2: T=1476.938357 K, ln residual=-3.04e-03
Iteration 3: T=1480.006343 K, ln residual=-3.85e-07
Iteration 4: T=1480.006733 K, ln residual=-6.11e-15
Recovered temperature: 1480.0067 K
Reading-rounding error bound: 0.0981 K
Recovered emissivity*view factor: 0.23999 (1)
Bisections for relative width 1e-11: 37
Quadrature shift, 6 vs 24 nodes: 1.35e-07 K
One-cell T, factor assumed 20% high: 1436.22 K
T error per +1% ratio error: 10.14 K
Current noise, each cell: 0.50 %
T noise, formula: 7.16 K
T noise, 1500 inversions: 7.15 K
Emissivity slope (relative): -0.10 1/eV
Its T error, full / estimate: -18.56 / -19.08 K
Cell heating, gap fall: 20 K, 6.0 meV
T error, both cells heated: 3.35 K
T error, only cell 1 heated: -30.51 K
T error, half at -50 K, half at +50 K: 9.48 K
Cell reflectances 1, 2: 0.15, 0.10 (1)
T error, facing-plate reflections: -10.30 K
Series resistance: 0.030 ohm cm2
Dark currents 1, 2: 1e-04, 1e-07 A/cm2
T error, series resistance: 0.442 K
300 K ambient / current 1: 8.18e-09 (1)
Flux above 3 eV / cell-2 response: 4.11e-07 (1)
Thermal length hbar*c/kT: 1.547 um
Counterexample ratio peak: 1859.4 K
Counterexample shared ratio: 0.97683 (1)
Its two temperatures: 1394.6, 2505.8 K
```
